# Aspect ratio, not absolute width, governs free-molecular flux in trenches: verification in Python

```python
"""Free-molecular flux to the floor of a long rectangular trench.

Result under test: floor flux / mouth flux depends on aspect ratio
A = depth / width and on surface loss probabilities, not on absolute width.
With fully absorbing walls the floor-averaged ratio is sqrt(1+A^2)-A.
If etch rate is proportional to floor flux, then
A^2 + A*sqrt(1+A^2) + asinh(A) = 2*D/width,
where D is the depth etched in an open area in the same time.
Lengths are in angstrom. Loss probabilities refer to one surface impact.
The mean free path is the mean distance between gas collisions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, solve_ivp
from scipy.optimize import brentq


def direct_flux(aspect):
    """Floor-averaged flux ratio for fully absorbing walls."""
    return np.sqrt(1 + aspect**2) - aspect


def direct_flux_quadrature(width, depth):
    """Average the cosine-law kernel over mouth and floor."""
    def kernel(x_mouth, x_floor):
        distance2 = depth**2 + (x_mouth - x_floor)**2
        return depth**2 / (2 * distance2**1.5)
    return dblquad(kernel, 0, width, 0, width)[0] / width


def strip_flux(width, depth, wall_loss, floor_loss, n_wall, n_floor):
    """Solve the diffuse flux balance using crossed-string exchange."""
    z = np.linspace(0, depth, n_wall + 1)
    x = np.linspace(0, width, n_floor + 1)
    # Follow the boundary: left wall, floor, right wall, then mouth.
    left = np.column_stack((np.zeros(n_wall + 1), z))
    floor = np.column_stack((x, np.full(n_floor + 1, depth)))
    right = np.column_stack((np.full(n_wall + 1, width), z[::-1]))
    points = np.vstack((left, floor[1:], right[1:]))
    start = points
    end = np.roll(points, -1, axis=0)

    def distances(a, b):
        return np.linalg.norm(a[:, None, :] - b[None, :, :], axis=2)

    exchange = 0.5 * (distances(start, start) + distances(end, end)
                      - distances(start, end) - distances(end, start))
    np.fill_diagonal(exchange, 0)
    lengths = np.linalg.norm(end - start, axis=1)
    view = exchange / lengths[:, None]
    assert np.allclose(view.sum(axis=1), 1, atol=1e-8)
    loss = np.r_[np.full(n_wall, wall_loss),
                 np.full(n_floor, floor_loss),
                 np.full(n_wall, wall_loss)]
    matrix = np.eye(len(loss)) - view[:-1, :-1] * (1 - loss)
    incident = np.linalg.solve(matrix, view[:-1, -1])
    return incident[n_wall:n_wall + n_floor].mean()


def trajectory_flux(width, depth, wall_loss, floor_loss,
                    mean_free_path, count, seed):
    """Count floor impacts per entering particle in three dimensions."""
    rng = np.random.default_rng(seed)
    x = width * rng.random(count)
    z = np.zeros(count)
    u = rng.random(count)
    uz = np.sqrt(1 - u)
    ux = np.sqrt(u) * np.cos(2 * np.pi * rng.random(count))
    owner = np.arange(count)
    hits = np.zeros(count)
    while owner.size:
        to_side = np.where(ux > 0, width - x, -x) / ux
        to_end = np.where(uz > 0, depth - z, -z) / uz
        to_surface = np.minimum(to_side, to_end)
        to_gas = rng.exponential(mean_free_path, owner.size)
        gas = to_gas < to_surface
        side = ~gas & (to_side < to_end)
        floor = ~gas & ~side & (uz > 0)
        step = np.minimum(to_gas, to_surface)
        x = np.clip(x + ux * step, 0, width)
        z = np.clip(z + uz * step, 0, depth)
        x = np.where(side, np.where(ux > 0, width, 0), x)
        z = np.where(floor, depth, z)
        hits[owner[floor]] += 1
        draw = rng.random(owner.size)
        keep = (gas | (side & (draw >= wall_loss))
                | (floor & (draw >= floor_loss)))
        u = rng.random(owner.size)
        cos_phi = np.cos(2 * np.pi * rng.random(owner.size))
        normal = np.sqrt(1 - u)
        tangent = np.sqrt(u) * cos_phi
        iso_x = 2 * rng.random(owner.size) - 1
        iso_z = np.sqrt(1 - iso_x**2) * cos_phi
        inward = np.where(ux > 0, -normal, normal)
        new_x = np.where(side, inward, np.where(floor, tangent, iso_x))
        new_z = np.where(side, tangent, np.where(floor, -normal, iso_z))
        x, z, owner = x[keep], z[keep], owner[keep]
        ux, uz = new_x[keep], new_z[keep]
    return hits.mean(), hits.std(ddof=1) / np.sqrt(count)


def etched_aspect(open_depth, width):
    """Invert the depth law for fully absorbing walls."""
    target = 2 * open_depth / width

    def residual(a):
        return a**2 + a * np.sqrt(1 + a**2) + np.arcsinh(a) - target
    return brentq(residual, 0, np.sqrt(target) + 1, xtol=1e-13)


# Round model parameters.
narrow, wide = 200.0, 1000.0
common_depth, open_depth = 2000.0, 2000.0
mean_free_path = 5.0e7
mass_u, energy_ev = 20.0, 0.05
wall_loss, floor_loss = 0.1, 0.5
histories = 200000

# Wave and collision lengths justify classical straight paths.
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
mass_au = mass_u * const.atomic_mass / const.m_e
wave = 2 * np.pi / np.sqrt(2 * mass_au * energy_ev / hartree) * bohr
momentum = np.sqrt(2 * mass_u * const.atomic_mass * energy_ev * const.e)
assert np.isclose(wave, const.h / momentum / const.angstrom, rtol=1e-7)
assert wave < 0.01 * narrow
assert 10 * wide < 0.001 * mean_free_path

print(f"narrow width: {narrow:.0f} angstrom")
print(f"wide width: {wide:.0f} angstrom")
print(f"mean free path: {mean_free_path:.1e} angstrom")
print(f"neutral mass: {mass_u:.0f} atomic mass units")
print(f"neutral kinetic energy: {energy_ev:.2f} eV")
print(f"de Broglie wavelength: {wave:.3f} angstrom")
print(f"re-emitting case, wall loss: {wall_loss:.1f} (no unit)")
print(f"re-emitting case, floor loss: {floor_loss:.1f} (no unit)")
print(f"trajectories per run: {histories}")

# Direct formula and strip solution over a range of aspect ratios.
strip = {}
for aspect in (1, 2, 5, 10):
    width = wide if aspect in (1, 10) else narrow
    numeric = direct_flux_quadrature(width, aspect * width)
    assert np.isclose(numeric, direct_flux(aspect), rtol=1e-6)
    coarse = strip_flux(width, aspect * width, wall_loss, floor_loss,
                        100, 40)
    strip[aspect] = strip_flux(width, aspect * width, wall_loss,
                               floor_loss, 200, 80)
    # Piecewise-constant emission leaves a small discretization error.
    assert abs(strip[aspect] - coarse) < 1e-3
    print(f"A={aspect}: flux ratio, absorbing walls "
          f"{direct_flux(aspect):.4f}, re-emitting {strip[aspect]:.3f}")
assert strip[1] > strip[2] > strip[5] > strip[10]
assert abs(direct_flux(100) * 200 - 1) < 1e-3

# A reflecting floor must not alter its own flux if walls absorb.
absorbing, error = trajectory_flux(narrow, 2 * narrow, 1.0, 0.3,
                                   mean_free_path, histories, 11)
assert abs(absorbing - direct_flux(2)) < 5 * error
print(f"trajectories, A=2, absorbing walls: {absorbing:.4f} "
      f"+/- {error:.4f}")

# Independent random histories test scaling at fixed mean free path.
small, small_error = trajectory_flux(
    narrow, 2 * narrow, wall_loss, floor_loss,
    mean_free_path, histories, 21)
large, large_error = trajectory_flux(
    wide, 2 * wide, wall_loss, floor_loss,
    mean_free_path, histories, 22)
assert abs(small - large) < 5 * np.hypot(small_error, large_error)
# The extra allowance is for the finite strip width.
assert abs(small - strip[2]) < 5 * small_error + 1e-3
assert abs(large - strip[2]) < 5 * large_error + 1e-3
print(f"trajectories, A=2, narrow, re-emitting: {small:.4f} "
      f"+/- {small_error:.4f}")
print(f"trajectories, A=2, wide, re-emitting: {large:.4f} "
      f"+/- {large_error:.4f}")

# Without loss, the floor flux must equal the mouth flux.
lossless, lossless_error = trajectory_flux(
    narrow, 5 * narrow, 0.0, 0.0, mean_free_path, histories, 31)
assert abs(lossless - 1) < 5 * lossless_error
print(f"trajectories, A=5, no surface loss: {lossless:.4f} "
      f"+/- {lossless_error:.4f}")

# Gas collisions introduce another length and break geometric scaling.
slot = 2 * mean_free_path
collisional, collision_error = trajectory_flux(
    slot, 2 * slot, wall_loss, floor_loss,
    mean_free_path, histories, 41)
assert small - collisional > 10 * np.hypot(small_error, collision_error)
print(f"large slot width: {slot:.1e} angstrom")
print(f"trajectories, A=2, large slot with collisions: "
      f"{collisional:.4f} +/- {collision_error:.4f}")

# Equal depth changes aspect ratio; a narrow trench can also be faster.
flux_narrow = direct_flux_quadrature(narrow, common_depth)
flux_wide = direct_flux_quadrature(wide, common_depth)
shallow = direct_flux_quadrature(narrow, 400.0)
deep = direct_flux_quadrature(wide, 10000.0)
assert flux_narrow < flux_wide
assert shallow > deep
print(f"common depth: {common_depth:.0f} angstrom")
print(f"absorbing walls, common depth, narrow flux ratio: "
      f"{flux_narrow:.4f}")
print(f"absorbing walls, common depth, wide flux ratio: "
      f"{flux_wide:.4f}")
print(f"absorbing walls, 200 by 400 angstrom, flux ratio: {shallow:.4f}")
print(f"absorbing walls, 1000 by 10000 angstrom, flux ratio: {deep:.4f}")
print(f"narrow shallow / wide deep flux: {shallow / deep:.2f}")

# Check the implicit depth law by direct time integration.
print(f"open-area etched depth: {open_depth:.0f} angstrom")
final_aspect = {}
for name, width in (("narrow", narrow), ("wide", wide)):
    aspect = etched_aspect(open_depth, width)
    solution = solve_ivp(lambda d, y: direct_flux(y / width),
                         (0, open_depth), [0.0], rtol=1e-9, atol=1e-8)
    assert solution.success
    assert np.isclose(solution.y[0, -1], aspect * width, rtol=1e-6)
    final_aspect[name] = aspect
    print(f"{name} depth after equal time: {aspect * width:.1f} angstrom "
          f"= {aspect * width / bohr:.1f} bohr")
    print(f"{name} final aspect ratio: {aspect:.3f}")
    print(f"{name} final rate / open-area rate: "
          f"{direct_flux(aspect):.4f}")
assert final_aspect["narrow"] > final_aspect["wide"]
assert final_aspect["narrow"] * narrow < final_aspect["wide"] * wide

# Integrate the wide trench until it reaches the narrow aspect ratio.
target_depth = final_aspect["narrow"] * wide


def reached(d, y):
    return y[0] - target_depth


reached.terminal = True
matched = solve_ivp(lambda d, y: direct_flux(y / wide),
                    (0, 20 * open_depth), [0.0], events=reached,
                    rtol=1e-9, atol=1e-8)
assert len(matched.t_events[0]) == 1
matched_open_depth = matched.t_events[0][0]
assert np.isclose(matched_open_depth / open_depth, wide / narrow,
                  rtol=1e-5)
print(f"wide depth at narrow final aspect ratio: "
      f"{target_depth:.1f} angstrom")
print(f"open-area depth needed for that match: "
      f"{matched_open_depth:.1f} angstrom")
print(f"time ratio for that match: {matched_open_depth / open_depth:.3f}")

# Late-time depth grows as the square root of width times open depth.
late_open = 1e4 * narrow
late_depth = narrow * etched_aspect(late_open, narrow)
late_ratio = late_depth / np.sqrt(narrow * late_open)
assert abs(late_ratio - 1) < 1e-3
print(f"late depth / square-root estimate at D/w=10000: {late_ratio:.5f}")

print("done: every assertion held")
```

Running it gives:

```
narrow width: 200 angstrom
wide width: 1000 angstrom
mean free path: 5.0e+07 angstrom
neutral mass: 20 atomic mass units
neutral kinetic energy: 0.05 eV
de Broglie wavelength: 0.287 angstrom
re-emitting case, wall loss: 0.1 (no unit)
re-emitting case, floor loss: 0.5 (no unit)
trajectories per run: 200000
A=1: flux ratio, absorbing walls 0.4142, re-emitting 0.738
A=2: flux ratio, absorbing walls 0.2361, re-emitting 0.569
A=5: flux ratio, absorbing walls 0.0990, re-emitting 0.295
A=10: flux ratio, absorbing walls 0.0499, re-emitting 0.129
trajectories, A=2, absorbing walls: 0.2350 +/- 0.0009
trajectories, A=2, narrow, re-emitting: 0.5686 +/- 0.0016
trajectories, A=2, wide, re-emitting: 0.5699 +/- 0.0016
trajectories, A=5, no surface loss: 0.9938 +/- 0.0042
large slot width: 1.0e+08 angstrom
trajectories, A=2, large slot with collisions: 0.2279 +/- 0.0014
common depth: 2000 angstrom
absorbing walls, common depth, narrow flux ratio: 0.0499
absorbing walls, common depth, wide flux ratio: 0.2361
absorbing walls, 200 by 400 angstrom, flux ratio: 0.2361
absorbing walls, 1000 by 10000 angstrom, flux ratio: 0.0499
narrow shallow / wide deep flux: 4.73
open-area etched depth: 2000 angstrom
narrow depth after equal time: 595.0 angstrom = 1124.4 bohr
narrow final aspect ratio: 2.975
narrow final rate / open-area rate: 0.1636
wide depth after equal time: 1139.0 angstrom = 2152.4 bohr
wide final aspect ratio: 1.139
wide final rate / open-area rate: 0.3767
wide depth at narrow final aspect ratio: 2975.1 angstrom
open-area depth needed for that match: 10000.0 angstrom
time ratio for that match: 5.000
late depth / square-root estimate at D/w=10000: 0.99986
done: every assertion held
```
